# Optimal Repeaters on an RC Wire and the Gain from Lower k: verification in Python

```python
"""Repeaters on a long RC wire: optimum size, spacing, and the effect of k.

Result under test: the minimum delay per length is
  2 sqrt(r c) [ sqrt(a b R0 (C0+Cp)) + a sqrt(R0 C0) ],
so it scales as sqrt(k) when c is proportional to k; k = 3.0 -> 2.4 saves
1 - sqrt(0.8) of the delay.
Symbols: r, c wire resistance and capacitance per length; R0, C0, Cp output
resistance, input and output capacitance of a unit repeater; h repeater size;
l spacing; a = ln 2; b = (4/pi^2) ln(8/pi).
Internal units: kOhm, fF, ps, nH, um (kOhm*fF = ps, kOhm*ps = nH).
"""
import numpy as np
from scipy.constants import epsilon_0, mu_0
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

a = np.log(2)
b = 4 / np.pi**2 * np.log(8 / np.pi)
K_OLD, K_NEW = 3.0, 2.4
R0, C0, Cp = 10.0, 0.25, 0.20            # kOhm, fF, fF
WIDTH, SPACE, THICK, GAP = 200, 200, 400, 400   # nm
RHO = 2.5e-8                             # ohm m, effective value
r = RHO / (WIDTH * THICK * 1e-18) * 1e-9  # ohm/m -> kOhm/um


# ---------- electrostatics: capacitance / epsilon_0 per length ----------
def field_capacitance(eps, fixed, volt):
    """Twice the charge of the 1 V conductor in a mirror-symmetric half."""
    nx, ny = eps.shape
    node = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    py = np.pad(eps, ((0, 0), (1, 1)))
    px = np.pad(eps, ((1, 1), (0, 0)))
    wx = 0.5 * (py[:, :-1] + py[:, 1:])
    wy = 0.5 * (px[:-1, :] + px[1:, :])
    p = np.concatenate([node[:-1, :].ravel(), node[:, :-1].ravel()])
    q = np.concatenate([node[1:, :].ravel(), node[:, 1:].ravel()])
    w = np.concatenate([wx.ravel(), wy.ravel()])
    lap = coo_matrix((np.concatenate([w, w, -w, -w]),
                      (np.concatenate([p, q, p, q]),
                       np.concatenate([p, q, q, p]))),
                     shape=(node.size, node.size)).tocsr()
    v = volt.ravel().astype(float).copy()
    free = np.flatnonzero(~fixed.ravel())
    v[free] = 0.0
    v[free] = spsolve(lap[free][:, free].tocsc(), -(lap @ v)[free])
    return 2 * v @ (lap @ v)


def wire_capacitance(step, k_fill, k_cap=None, cap=40):
    """Wire at 1 V, neighbours and both planes at 0 V; optional cap layers."""
    pitch, height = WIDTH + SPACE, THICK + 2 * GAP
    nx, ny = 2 * pitch // step, height // step
    x = step * np.arange(nx + 1)[:, None]
    y = step * np.arange(ny + 1)[None, :]
    in_level = (y >= GAP) & (y <= GAP + THICK)
    active = (x <= WIDTH // 2) & in_level
    quiet = ((abs(x - pitch) <= WIDTH // 2)
             | (x >= 2 * pitch - WIDTH // 2)) & in_level
    planes = ((y == 0) | (y == height)) & (x >= 0)
    eps = np.full((nx, ny), float(k_fill))
    if k_cap is not None:
        yc = step * (np.arange(ny) + 0.5)
        top = GAP + THICK
        eps[:, (yc < cap) | ((yc > top) & (yc < top + cap))] = k_cap
    return field_capacitance(eps, active | quiet | planes, active)


# solver check: thick strip midway between planes, known fringe formula
step, half_w, plane_gap, t_strip = 10, 400, 1200, 400
xs = step * np.arange(161)[:, None]
ys = step * np.arange(plane_gap // step + 1)[None, :]
strip = (xs <= half_w) & (abs(ys - plane_gap // 2) <= t_strip // 2)
walls = ((ys == 0) | (ys == plane_gap)) & (xs >= 0)
strip_num = field_capacitance(np.ones((160, plane_gap // step)),
                              strip | walls, strip)
u = 1 / (1 - t_strip / plane_gap)
fringe = (2 * u * np.log(u + 1) - (u - 1) * np.log(u * u - 1)) / np.pi
strip_ref = 4 * 2 * half_w / (plane_gap - t_strip) + 4 * fringe
assert abs(strip_num / strip_ref - 1) < 0.02   # grid error at the corners

g = wire_capacitance(5, 1.0)
g_coarse = wire_capacitance(10, 1.0)
assert abs(g_coarse / g - 1) < 0.02
c_old, c_new = (epsilon_0 * 1e9 * k * g for k in (K_OLD, K_NEW))  # fF/um
assert abs(wire_capacitance(10, K_NEW) / g_coarse - K_NEW) < 1e-8


# ---------- delay of one segment ----------
def simple_delay(h, l, c, via=0.0):
    return (a * (R0 / h * (h * Cp + c * l + h * C0)
                 + via * (c * l + h * C0) + (r * l + via) * h * C0)
            + b * r * c * l**2)


def ladder_caps(cp, cw, cl, n):
    caps = np.full(n + 1, cw / n)
    caps[0] = cw / (2 * n) + cp
    caps[-1] = cw / (2 * n) + cl
    return caps


def rc_step_delay(rd, cp, rw, cw, cl, n=80):
    """50 percent time of a finely divided RC line, by its normal modes."""
    caps = ladder_caps(cp, cw, cl, n)
    gs = n / rw
    diag = np.full(n + 1, 2 * gs)
    diag[0], diag[-1] = gs + 1 / rd, gs
    off = -gs / np.sqrt(caps[:-1] * caps[1:])
    lam, vec = eigh_tridiagonal(diag / caps, off)
    weight = vec[-1] / np.sqrt(caps[-1]) * (vec.T @ np.sqrt(caps))
    scale = rd * (cp + cw + cl) + rw * (cw + cl)
    return brentq(lambda t: 0.5 - weight @ np.exp(-lam * t), 0, 5 * scale)


def rlc_step_delay(rd, cp, rw, cw, cl, lw, n=40):
    """The same with series inductance lw spread along the line."""
    caps = ladder_caps(cp, cw, cl, n)
    m = np.zeros((2 * n + 1, 2 * n + 1))
    m[0, 0] = -1 / (rd * caps[0])
    for j in range(n):
        i = n + 1 + j
        m[j, i] -= 1 / caps[j]
        m[j + 1, i] += 1 / caps[j + 1]
        m[i, j], m[i, j + 1], m[i, i] = n / lw, -n / lw, -rw / lw
    lam, vec = np.linalg.eig(m)
    start = np.concatenate([-np.ones(n + 1), np.zeros(n)])
    weight = vec[n] * np.linalg.solve(vec, start.astype(complex))
    scale = rd * (cp + cw + cl) + rw * (cw + cl)
    return brentq(lambda t: 0.5 + (weight @ np.exp(lam * t)).real,
                  0, 5 * scale)


def parts(h, l, c):
    return R0 / h, h * Cp, r * l, c * l, h * C0


def optimum(delay, c):
    """Free search over h and l; returns h, l, delay per length in ps/mm."""
    res = minimize(lambda z: 1e3 * delay(np.exp(z[0]), np.exp(z[1]), c)
                   / np.exp(z[1]), np.log([100.0, 300.0]),
                   method="Nelder-Mead",
                   options=dict(xatol=1e-6, fatol=1e-9, maxiter=400))
    assert res.success
    return np.exp(res.x[0]), np.exp(res.x[1]), res.fun


def formula(c):
    h = np.sqrt(R0 * c / (r * C0))
    l = np.sqrt(a * R0 * (C0 + Cp) / (b * r * c))
    tau = 2e3 * np.sqrt(r * c) * (np.sqrt(a * b * R0 * (C0 + Cp))
                                  + a * np.sqrt(R0 * C0))
    return h, l, tau


# limits that fix the two coefficients
assert abs(rc_step_delay(1e-6, 0, 1, 1, 0) / b - 1) < 2e-3
assert abs(rc_step_delay(1, 0, 1e-3, 1, 0) / a - 1) < 2e-3

# closed-form optimum against free search
h1, l1, tau1 = formula(c_old)
h2, l2, tau2 = formula(c_new)
found1, found2 = optimum(simple_delay, c_old), optimum(simple_delay, c_new)
assert np.allclose(found1, (h1, l1, tau1), rtol=1e-4)
assert np.allclose(found2, (h2, l2, tau2), rtol=1e-4)
target = 1 - np.sqrt(K_NEW / K_OLD)
gain = 1 - found2[2] / found1[2]
assert abs(gain - target) < 1e-6

# old layout kept: terms with c are half of the delay
tau_kept = 1e3 * simple_delay(h1, l1, c_new) / l1
gain_kept = 1 - tau_kept / tau1
assert abs(gain_kept - (1 - K_NEW / K_OLD) / 2) < 1e-9

# total capacitance per length, from the searched optima
load1, load2 = (c + (C0 + Cp) * f[0] / f[1]
                for c, f in ((c_old, found1), (c_new, found2)))
assert abs(load2 / load1 - K_NEW / K_OLD) < 1e-4


# distributed RC response, optimized separately for each k
def full_rc(h, l, c):
    return rc_step_delay(*parts(h, l, c))


rc1, rc2 = optimum(full_rc, c_old), optimum(full_rc, c_new)
gain_rc = 1 - rc2[2] / rc1[2]
assert abs(gain_rc - target) < 1e-5
assert abs(tau1 / rc1[2] - 1) < 0.06

# inductance: smallest value (return in adjacent metal) and four times it
L_min = mu_0 / g * 1e3                     # H/m -> nH/um


def full_rlc(h, l, c, factor=4.0):
    return rlc_step_delay(*parts(h, l, c), factor * L_min * l)


rc_here = rc_step_delay(*parts(h1, l1, c_old), n=40)
assert abs(full_rlc(h1, l1, c_old, 0.01) / rc_here - 1) < 5e-3
shift_L1 = full_rlc(h1, l1, c_old, 1.0) / rc_here - 1
shift_L4 = full_rlc(h1, l1, c_old, 4.0) / rc_here - 1
rlc1, rlc2 = optimum(full_rlc, c_old), optimum(full_rlc, c_new)
gain_rlc = 1 - rlc2[2] / rlc1[2]
assert abs(gain_rlc - target) < 1e-4


# ---------- finite input slope: chain of nonlinear inverters ----------
def chain_delay(h, l, c, stages=8, n=12, vt=0.3):
    """Mean stage delay; conductance rises linearly above threshold vt."""
    caps = ladder_caps(h * Cp, c * l, h * C0, n)
    r_sec = r * l / n

    def rate(t, y):
        v = y.reshape(stages, n + 1)
        vin = np.concatenate([[1.0], v[:-1, -1]])
        down = np.clip((vin - vt) / (1 - vt), 0, 1) * h / R0
        up = np.clip((1 - vin - vt) / (1 - vt), 0, 1) * h / R0
        cur = (v[:, :-1] - v[:, 1:]) / r_sec
        dv = np.zeros_like(v)
        dv[:, 0] = up * (1 - v[:, 0]) - down * v[:, 0]
        dv[:, :-1] -= cur
        dv[:, 1:] += cur
        return (dv / caps).ravel()

    y0 = np.repeat((np.arange(stages) + 1) % 2, n + 1).astype(float)
    times = np.linspace(0, 3 * stages * simple_delay(h, l, c), 4001)
    sol = solve_ivp(rate, (0, times[-1]), y0, method="LSODA", t_eval=times,
                    rtol=1e-7, atol=1e-9, lband=1, uband=1)
    assert sol.success
    cross = []
    for s in range(stages):
        d = sol.y[s * (n + 1) + n] - 0.5
        i = np.flatnonzero(d[:-1] * d[1:] <= 0)[0]
        cross.append(times[i] + (times[i + 1] - times[i])
                     * d[i] / (d[i] - d[i + 1]))
    return (cross[-1] - cross[3]) / (stages - 4)


slope1 = 1e3 * chain_delay(h1, l1, c_old) / l1
slope2 = 1e3 * chain_delay(h2, l2, c_new) / l2
gain_slope = 1 - slope2 / slope1
assert abs(gain_slope - target) < 1e-3

# ---------- effects that do change the percentage ----------
K_CAP = 5.0
mix1, mix2 = (wire_capacitance(10, k, K_CAP) for k in (K_OLD, K_NEW))
gain_cap = 1 - np.sqrt(mix2 / mix1)
assert 0 < gain_cap < target
VIA = 0.010                                # kOhm per via stack


def with_vias(h, l, c):
    return simple_delay(h, l, c, VIA)


via1, via2 = optimum(with_vias, c_old), optimum(with_vias, c_new)
gain_via = 1 - via2[2] / via1[2]
LINE = 5000.0                              # um


def whole_number(h, c):
    return min((n * simple_delay(h, LINE / n, c), n) for n in range(1, 60))


(total1, n1), (total2, n2) = whole_number(h1, c_old), whole_number(h2, c_new)
r_rise = 0.0039 * 75                       # rough bulk copper coefficient

# ---------- output ----------
print(f"coefficients a, b: {a:.4f}, {b:.4f}")
print(f"width, spacing, thickness, gap: {WIDTH}, {SPACE}, {THICK}, {GAP} nm")
print(f"effective resistivity: {RHO*1e8:.2f} uOhm cm")
print(f"R0, C0, Cp: {R0:.1f} kOhm, {C0:.2f} fF, {Cp:.2f} fF")
print(f"wire resistance r: {r*1e3:.4f} Ohm/um")
print(f"geometry factor g: {g:.3f} (10 nm grid: {g_coarse:.3f})")
print(f"strip check, solver / formula: {strip_num:.3f} / {strip_ref:.3f}")
for k, c, h, l, tau in ((K_OLD, c_old, h1, l1, tau1),
                        (K_NEW, c_new, h2, l2, tau2)):
    print(f"k = {k}: wire capacitance c: {c:.4f} fF/um")
    print(f"k = {k}: best size h: {h:.1f}")
    print(f"k = {k}: best spacing l: {l:.1f} um")
    print(f"k = {k}: segment delay: {simple_delay(h, l, c):.2f} ps")
    print(f"k = {k}: least delay per length: {tau:.2f} ps/mm")
print(f"search at k = 3.0, h, l: {found1[0]:.1f}, {found1[1]:.1f} um")
print(f"reduction, redesigned: {100*gain:.2f} %")
print(f"old layout, k = 2.4: {tau_kept:.2f} ps/mm")
print(f"reduction, old layout kept: {100*gain_kept:.2f} %")
print(f"total capacitance, k = 3.0: {load1:.4f} fF/um")
print(f"total capacitance, k = 2.4: {load2:.4f} fF/um")
print(f"full RC response, best at k = 3.0: {rc1[2]:.2f} ps/mm")
print(f"full RC response, best h, l: {rc1[0]:.1f}, {rc1[1]:.1f} um")
print(f"full RC response, best at k = 2.4: {rc2[2]:.2f} ps/mm")
print(f"full RC response, reduction: {100*gain_rc:.2f} %")
print(f"smallest inductance: {L_min*1e3:.3f} pH/um")
print(f"delay shift by smallest inductance: {100*shift_L1:.2f} %")
print(f"delay shift by 4 times that: {100*shift_L4:.2f} %")
print(f"reduction with 4 times that: {100*gain_rlc:.2f} %")
print(f"inverter chain, k = 3.0: {slope1:.2f} ps/mm")
print(f"inverter chain, k = 2.4: {slope2:.2f} ps/mm")
print(f"inverter chain, reduction: {100*gain_slope:.2f} %")
print(f"40 nm caps, k = {K_CAP}: c/eps0 {mix1:.3f} -> {mix2:.3f}")
print(f"reduction with cap layers: {100*gain_cap:.2f} %")
print(f"via stacks of {VIA*1e3:.0f} Ohm, k = 3.0: {via1[2]:.2f} ps/mm")
print(f"reduction with via stacks: {100*gain_via:.2f} %")
print(f"5 mm line, k = 3.0: {n1} segments, {total1:.2f} ps")
print(f"5 mm line, k = 2.4: {n2} segments, {total2:.2f} ps")
print(f"5 mm line, reduction: {100*(1-total2/total1):.2f} %")
print(f"wire 75 K hotter: r up {100*r_rise:.0f} %, "
      f"delay up {100*(np.sqrt(1+r_rise)-1):.0f} %")
print(f"rise of r that cancels the gain: {100*(K_OLD/K_NEW-1):.0f} %")
print("checks complete")
```

It prints:

```
coefficients a, b: 0.6931, 0.3788
width, spacing, thickness, gap: 200, 200, 400, 400 nm
effective resistivity: 2.50 uOhm cm
R0, C0, Cp: 10.0 kOhm, 0.25 fF, 0.20 fF
wire resistance r: 0.3125 Ohm/um
geometry factor g: 7.133 (10 nm grid: 7.146)
strip check, solver / formula: 7.353 / 7.358
k = 3.0: wire capacitance c: 0.1895 fF/um
k = 3.0: best size h: 155.7
k = 3.0: best spacing l: 372.9 um
k = 3.0: segment delay: 12.53 ps
k = 3.0: least delay per length: 33.59 ps/mm
k = 2.4: wire capacitance c: 0.1516 fF/um
k = 2.4: best size h: 139.3
k = 2.4: best spacing l: 416.9 um
k = 2.4: segment delay: 12.53 ps
k = 2.4: least delay per length: 30.05 ps/mm
search at k = 3.0, h, l: 155.7, 372.9 um
reduction, redesigned: 10.56 %
old layout, k = 2.4: 30.23 ps/mm
reduction, old layout kept: 10.00 %
total capacitance, k = 3.0: 0.3774 fF/um
total capacitance, k = 2.4: 0.3019 fF/um
full RC response, best at k = 3.0: 35.43 ps/mm
full RC response, best h, l: 149.0, 374.8 um
full RC response, best at k = 2.4: 31.69 ps/mm
full RC response, reduction: 10.56 %
smallest inductance: 0.176 pH/um
delay shift by smallest inductance: 0.00 %
delay shift by 4 times that: 0.13 %
reduction with 4 times that: 10.56 %
inverter chain, k = 3.0: 48.94 ps/mm
inverter chain, k = 2.4: 43.77 ps/mm
inverter chain, reduction: 10.56 %
40 nm caps, k = 5.0: c/eps0 22.477 -> 18.424
reduction with cap layers: 9.47 %
via stacks of 10 Ohm, k = 3.0: 36.25 ps/mm
reduction with via stacks: 11.23 %
5 mm line, k = 3.0: 13 segments, 168.01 ps
5 mm line, k = 2.4: 12 segments, 150.24 ps
5 mm line, reduction: 10.58 %
wire 75 K hotter: r up 29 %, delay up 14 %
rise of r that cancels the gain: 25 %
checks complete
```
